# The Reactive-Flux Plateau of a Double-Well Hop and Its Kramers Limit

A copper film grown by atomic layer deposition can gather into islands if its surface atoms move quickly enough. That process also depends on the substrate and on interface energies, which are not modelled here. The case treated is one elementary move: the hop of an adatom from one hollow of a square copper surface to the next. The atom vibrates in its hollow at a few terahertz, yet leaves it rarely, and while crossing the ridge it exchanges energy with the metal. The question is how to compute the hop rate when both the rarity and the energy exchange matter.

## The model and two naive schemes

Let one coordinate \(x\) carry the hop, with

\[
V(x)=V_b\left(1-\frac{x^2}{a^2}\right)^2,\qquad m\ddot x=-V'(x)-m\gamma\dot x+R(t),
\]

where \(R\) is Gaussian white noise with \(\langle R(t)R(t')\rangle=2m\gamma kT\,\delta(t-t')\). In \(kT\), \(k\) is Boltzmann's constant; standing alone, \(k\) is the one-way rate from the left well to the right. Since \(V''(0)=-4V_b/a^2\) and \(V''(\pm a)=8V_b/a^2\), the barrier and well frequencies obey

\[
\omega_b^2=\frac{4V_b}{ma^2},\qquad \omega_0^2=2\omega_b^2 .
\]

Rough typical inputs are \(V_b=0.50\) eV, hop length \(2a=0.255\) nm, \(m=63.5\) u, \(T=450\) K and \(\gamma=10\ \mathrm{ps^{-1}}\). They give \(V_b/kT=12.9\) and \(\omega_b=13.67\ \mathrm{ps^{-1}}\).

The first naive scheme starts in a well and waits. The waiting time found below is 0.189 µs, which at a step of 2.93 fs is \(6.5\times10^7\) steps per hop. With \(N\) independent hops the relative error is \(1/\sqrt N\), so 0.3 % needs about \(10^5\) hops, or \(7\times10^{12}\) steps.

The second naive scheme counts the equilibrium flux of left-to-right crossings at \(x=0\). It needs no waiting, but it counts every crossing as a hop, including those that friction and noise reverse at once. The cure is to start at the top, where the rare event has already happened, and let the dynamics decide which crossings last.

## What must be averaged

Let \(\theta\) be the unit step function. The probability of being on the right at time \(t\), given a start on the left, is

\[
C(t)=\frac{\langle\theta(-x(0))\,\theta(x(t))\rangle}{\langle\theta(-x)\rangle}.
\]

Equilibrium averages do not depend on the origin of time, so the numerator equals \(\langle\theta(-x(-t))\,\theta(x(0))\rangle\). Its first factor has the \(t\)-derivative \(+\delta(x(-t))\,v(-t)\): one minus sign comes from \(-x\), the other from \(-t\). Shifting the origin back gives

\[
k(t)\equiv\dot C(t)=\frac{\langle v(0)\,\delta(x(0))\,\theta(x(t))\rangle}{\langle\theta(-x)\rangle}.
\]

If hops follow a rate law, \(\dot C=k(1-C)-kC\) with \(C(0)=0\), so \(C=\tfrac12(1-e^{-2kt})\) and \(k(t)=k\,e^{-2kt}\). The rate is therefore read from a plateau, after the memory of the launch is lost but long before \(1/2k\). A barrier of only about \(kT\) leaves no clear interval of this kind. Here \(1/2k\approx94\) ns, while the plateau is read before 1 ps.

As \(t\to0^+\), \(\theta(x(t))\to\theta(v(0))\), and the transition-state rate appears. With \(s^2=kT/m\),

\[
\int_0^\infty \frac{v\,e^{-v^2/2s^2}}{\sqrt{2\pi}\,s}\,dv=\frac{s}{\sqrt{2\pi}},\qquad
k_{\rm TST}=\frac{s}{\sqrt{2\pi}}\,\frac{e^{-V_b/kT}}{\int_{-\infty}^0e^{-V/kT}dx}.
\]

For a harmonic well the integral is \(\sqrt{2\pi}\,s/\omega_0\), so \(k_{\rm TST}\approx(\omega_0/2\pi)e^{-V_b/kT}\). The rarity of the hop now sits in a quadrature. Trajectories supply only \(\kappa(t)=k(t)/k_{\rm TST}\), a number of order one.

## Launching the trajectories

In the average of \(v\,\theta(x(t))\) over Maxwell velocities, positive and negative launches contribute with opposite signs, and at strong friction they nearly cancel. Let \(P_\pm(v)\) be the probability that a launch at \(\pm v\) is on the right at time \(t\). Folding the negative velocities onto the positive ones gives

\[
\kappa(t)=\int_0^\infty \frac{v}{s^2}e^{-v^2/2s^2}\,[P_+(v)-P_-(v)]\,dv .
\]

The weight is a normalized density with cumulative probability \(1-e^{-v^2/2s^2}\), so \(v=s\sqrt{-2\ln U}\) samples it, with \(U\) uniform on \((0,1)\). Launch a pair at \(\pm v\) with the same noise and average

\[
d=\theta(x_+(t))-\theta(x_-(t)).
\]

On a parabolic barrier the noise cancels in \(x_+-x_-\), which stays positive, so \(d\) is 0 or 1 and its variance is \(\kappa(1-\kappa)\). If the two launches instead had independent speeds and independent noise, symmetry would give mean probabilities \((1\pm\kappa)/2\), each contributing \((1-\kappa^2)/4\), hence \((1-\kappa^2)/2\) in all. Compared with that, sharing the speed and the noise reduces the variance by the factor \(2\kappa/(1+\kappa)\), which matters most at strong friction. For \(\kappa=0.695\) and 50,000 pairs the predicted standard error is \(\sqrt{0.695\times0.305/50000}=0.0021\), as found.

One time step \(\Delta t\) consists of

1. \(v\leftarrow v-V'(x)\Delta t/2m\), then \(x\leftarrow x+v\Delta t/2\);
2. \(v\leftarrow cv+s\sqrt{1-c^2}\,\xi\), with \(c=e^{-\gamma\Delta t}\) and \(\xi\) a standard normal number;
3. \(x\leftarrow x+v\Delta t/2\), then \(v\leftarrow v-V'(x)\Delta t/2m\).

This is the BAOAB splitting. Its middle step solves the friction-and-noise part exactly and preserves the variance, since \(c^2s^2+(1-c^2)s^2=s^2\). On a parabola every substep is linear, so the mean and covariance can be iterated without sampling. At 2.93 fs the resulting error in \(\kappa\) is about 0.0005 at the strongest of the four frictions tabulated below and smaller at the others.

## The plateau on a parabolic barrier

When \(V_b\gg kT\) and the friction is not weak, the fate of a crossing is settled near the top, where the force is \(+m\omega_b^2x\). Then \(x(t)=\chi(t)v_0+\eta(t)\), with \(\eta\) the Gaussian response to noise and

\[
\ddot\chi+\gamma\dot\chi-\omega_b^2\chi=0,\qquad \chi(0)=0,\quad\dot\chi(0)=1 .
\]

For zero-mean Gaussian \(v_0\) and \(x\), write \(v_0=(\langle v_0x\rangle/\langle x^2\rangle)\,x\) plus a part independent of \(x\). That part averages to zero, and \(\langle x\theta(x)\rangle=\sqrt{\langle x^2\rangle/2\pi}\). With \(\langle v_0x\rangle=\chi s^2\), division by \(s/\sqrt{2\pi}\) gives

\[
\kappa(t)=\frac{s\,\chi}{\sqrt{\langle x^2\rangle}},\qquad \langle x^2\rangle=s^2\chi^2+2\gamma s^2\int_0^t\chi(u)^2du .
\]

To do the integral, define \(A=\dot\chi+\gamma\chi\), so that \(A(0)=1\) and \(\dot A=\ddot\chi+\gamma\dot\chi=\omega_b^2\chi\). It is the response to an initial displacement. Then

\[
\frac{d}{dt}\left(\frac{A^2}{\omega_b^2}-\chi^2\right)=2A\chi-2\chi\dot\chi=2\gamma\chi^2 .
\]

Integrating from 0, where the bracket is \(1/\omega_b^2\), gives \(\langle x^2\rangle=s^2(A^2-1)/\omega_b^2\) and

\[
\kappa(t)=\frac{\omega_b\,\chi(t)}{\sqrt{A(t)^2-1}} .
\]

The exponents are \(\lambda_\pm=-\gamma/2\pm\sqrt{\gamma^2/4+\omega_b^2}\), and \(\chi=(e^{\lambda_+t}-e^{\lambda_-t})/(\lambda_+-\lambda_-)\). At long times \(e^{\lambda_+t}\) dominates, so \(\dot A=\omega_b^2\chi\) becomes \(\lambda_+A=\omega_b^2\chi\), and

\[
\kappa(t)\to\frac{\lambda_+}{\omega_b}=\kappa_K=\sqrt{1+\frac{\gamma^2}{4\omega_b^2}}-\frac{\gamma}{2\omega_b}.
\]

This is Kramers' factor. It tends to \(\omega_b/\gamma\) at strong friction, where the crossing is diffusive. The slowest transient comes from the \(-1\) under the root and decays as \(e^{-2\lambda_+t}\). The run length should therefore scale with \(1/\lambda_+\), not with \(1/\omega_b\); \(8/\lambda_+\) is used, with the average taken over the last 30 %.

For \(\gamma/\omega_b=0.731\), \(\kappa_K=1.0648-0.3657=0.699\), and \(1/2\lambda_+\) is about 52 fs. The trajectories give \(\kappa=0.910\) at 29 fs, 0.732 at 146 fs and 0.697 at 293 fs; the parabola gives 0.911, 0.735 and 0.702. Between 586 and 837 fs the plateau is \(0.695\pm0.002\).

## A rate that uses neither trajectories nor Kramers' formula

Agreement with \(\kappa_K\) alone could not separate sampling error from the effect of a finite barrier. The phase-space density \(P(x,v,t)\) supplies a second road through

\[
\partial_tP=-v\,\partial_xP+\frac{V'}{m}\partial_vP+\gamma\,\partial_v\left(vP+s^2\partial_vP\right).
\]

Put \(W=V/kT\) and \(P=e^{-W/2}\sum_nc_n(x,t)\varphi_n(v)\), where \(\varphi_n\) is the Maxwell density times \(He_n(v/s)/\sqrt{n!}\). Hermite functions satisfy

\[
v\varphi_n=s\left(\sqrt{n+1}\,\varphi_{n+1}+\sqrt n\,\varphi_{n-1}\right),\qquad
\partial_v\varphi_n=-\frac{\sqrt{n+1}}{s}\varphi_{n+1},
\]

and the friction term multiplies \(\varphi_n\) by \(-n\gamma\). The factor \(e^{-W/2}\) turns \(\partial_x\) into \(\partial_x-W'/2\). The force term, with \(V'/m=s^2W'\), adds \(W'\) to the upward coupling, so

\[
\dot c_n=-n\gamma c_n-s\sqrt n\left(\partial_x+\tfrac{W'}2\right)c_{n-1}-s\sqrt{n+1}\left(\partial_x-\tfrac{W'}2\right)c_{n+1}.
\]

The population difference is odd under \((x,v)\to(-x,-v)\) and decays at rate \(2k\). In that sector every \(c_n\) of even order is odd in \(x\) and vanishes at \(x=0\), while those of odd order are even in \(x\), so the half line \(x>0\) suffices, and half the smallest decay rate is \(k\). The calculation uses 240 grid points and 60 Hermite functions; at the lowest tabulated friction, 320 points and 80 functions change the result by 0.0002 %.

With barrier and temperature fixed, the plateaus are:

| \(\gamma\) (ps⁻¹) | trajectories | decay rate | Kramers |
|---|---|---|---|
| 5 | 0.831 ± 0.002 | 0.832 | 0.834 |
| 10 | 0.695 ± 0.002 | 0.698 | 0.699 |
| 30 | 0.384 ± 0.002 | 0.384 | 0.387 |
| 60 | 0.216 ± 0.002 | 0.214 | 0.217 |

The trajectories agree with both theories within two standard errors. They cannot resolve the finite-barrier correction, but the decay rate can: at 60 ps⁻¹ it lies 1.3 % below Kramers.

The strong-friction limit explains the sign. There the flux is \(J=-D\,e^{-W}\partial_x(e^Wp)\), with \(p\) the position density and \(D=s^2/\gamma\). For steady flux from a filled left well to an empty right one, dividing by \(De^{-W}\) and integrating across the barrier gives

\[
k=\frac{D}{\int_{\rm left}e^{-W}dx\,\int_{\rm barrier}e^{W}dx}.
\]

With \(B=V_b/kT\) and \(y=x/a\), \(W=B-2By^2+By^4\). To first order in the quartic term, the barrier integral is its Gaussian value times \(1+B\langle y^4\rangle\). Since \(\langle y^2\rangle=1/4B\), \(\langle y^4\rangle=3/16B^2\), and \(\kappa\) falls by the fraction \(3/(16B)\). The quartic term broadens the barrier top, so diffusion across it takes longer. At 60 ps⁻¹ the computed deviation is −2.2 % for \(B=8\) and −1.0 % for \(B=16\), against leading terms of −2.3 % and −1.2 %. The full strong-friction integral gives −2.7 % and −1.2 %, so at this finite friction the close match to the leading term is partly accidental; the sign and rough size are what the limit explains. The deviation roughly halves when the barrier doubles, as expected of a correction proportional to \(1/B\).

## Where Kramers' formula fails

The parabola has no wells, so it cannot describe a trajectory that crosses a well and comes back. Friction removes energy at the rate \(m\gamma v^2\). Over one weakly damped round trip in a well, at the barrier energy, the loss is

\[
m\gamma\oint|v|\,dx=2m\gamma a\sqrt{\frac{2V_b}{m}}\int_0^{\sqrt2}y\sqrt{2-y^2}\,dy
=\frac83\gamma a\sqrt{mV_b}=\frac{16}{3}\frac{\gamma}{\omega_b}V_b .
\]

The integral is \(2\sqrt2/3\), and the last step uses \(a\sqrt m=2\sqrt{V_b}/\omega_b\). At 10 ps⁻¹ this is \(50kT\). That exceeds the barrier itself, so it is not a literal loss, but it shows that the atom is stopped within its first trip.

At 0.3 ps⁻¹ the estimate is \(1.5kT\). Kramers' formula gives 0.989, whereas 5,000 pairs followed for 22 ps give a plateau of \(0.374\pm0.009\). If each of these trajectories is instead assigned to the side of the first well bottom it reaches, the result is 0.989. The deficit therefore arises after the first arrival in a well, from returns over the barrier. Such returns are enforced by the closed double well; on an open row of hollows a weakly damped atom can instead run on over the next ridge, so this plateau should not be carried over to a surface row. The reactive-flux definition still applies; it is the single-passage parabolic theory that has lost its premise.

## The copper hop and the size of what is missing

The full well integral gives \(k_{\rm TST}=7.61\times10^6\ \mathrm{s^{-1}}\), so

\[
k=0.695\times7.61\times10^6\ \mathrm{s^{-1}}=5.29\times10^6\ \mathrm{s^{-1}},
\]

with a sampling error of 0.3 %. This is the rate into one chosen neighbouring hollow; with four equivalent neighbours on a square surface, the total rate of leaving is four times as large. The decay rate gives \(5.31\times10^6\ \mathrm{s^{-1}}\). Kramers' formula with a harmonic well gives \(5.41\times10^6\ \mathrm{s^{-1}}\); most of its 1.8 % excess over the decay rate comes from the well, whose harmonic \(k_{\rm TST}\) is 1.6 % too high. The plateau cost 100,000 trajectories of 286 steps, about \(3\times10^7\) steps: less than the naive scheme spends waiting for one hop.

Quantum effects are small here. Put \(u_b=\hbar\omega_b/kT\) and \(u_0=\hbar\omega_0/kT\). Replacing the classical well partition function \(1/u_0\) by \(1/(2\sinh(u_0/2))\) raises the rate by the factor \(2\sinh(u_0/2)/u_0=1.004\). Averaging the transmission of a parabolic barrier over thermal energies, with \(q\) the energy above the top in units of \(kT\), gives

\[
\int_{-\infty}^{\infty}\frac{e^{-q}\,dq}{1+e^{-2\pi q/u_b}}=\frac{u_b/2}{\sin(u_b/2)}=1.002 .
\]

Together they add 0.7 %, with friction left out of both estimates.

A real metal surface breaks the white-noise assumption, because lattice vibrations respond in a time that is not negligible beside \(1/\omega_b\). For an exponential friction memory of time \(\tau\), a growing solution \(e^{\lambda t}\) at the barrier obeys the Grote-Hynes equation

\[
\lambda^2+\frac{\gamma\lambda}{1+\lambda\tau}=\omega_b^2,\qquad\kappa=\frac{\lambda}{\omega_b}.
\]

Integrated covariance equations for the same linear system confirm this \(\kappa\). A rough \(\tau=0.02\) ps gives 0.741, or 6 % above the memoryless value. The size of this effect depends on the guessed \(\tau\): 0.1 ps would give 0.845, or 21 % above. The shape of the path also matters: a cosine row with the same barrier, hop length and friction has 0.81 times the Kramers rate of the double well. Larger still are the uncertain inputs. An error of 0.05 eV in the barrier changes \(e^{-V_b/kT}\) by a factor of 3.6 and \(k\), whose prefactor grows with \(V_b\), by about 3.4, and raising the friction from 5 to 60 ps⁻¹ lowers \(\kappa\) by a factor of 3.9. Sideways motion, exchange with surface atoms, position-dependent friction, steps and adsorbed ligands are left out and not sized. For a real film the computed rate is thus only a rough estimate, since a barrier error of 0.09 eV alone would change it about ninefold; the agreement at the per cent level belongs to the model. The full set of values is in the numerical output.

## Computed values

```
Barrier 0.50 eV; hop length 0.255 nm; T 450 K
Mass 63.5 u; kT 0.03878 eV; barrier/kT 12.894
omega_b 13.673 1/ps; omega_0 19.336 1/ps
Time step 0.04/omega_b = 2.926 fs
Trajectory pairs per friction: 50000
Columns: friction 1/ps, friction/omega_b, loss/kT, then kappa from
  trajectories, its standard error, decay rate, Kramers; step error
     5  0.366   25.1 | 0.8310 0.0017 0.8323 0.8337 | -0.00002
    10  0.731   50.3 | 0.6954 0.0021 0.6978 0.6991 | -0.00001
    30  2.194  150.9 | 0.3840 0.0022 0.3840 0.3874 | +0.00018
    60  4.388  301.8 | 0.2157 0.0018 0.2143 0.2171 | +0.00051
Decay-rate kappa, change on finer grid and basis: +0.0002 %
kappa(t) at 10 1/ps: time fs, trajectories, parabolic barrier
    29.3 0.9099 0.9110
    73.1 0.8113 0.8144
   146.3 0.7318 0.7353
   292.6 0.6974 0.7018
   585.1 0.6954 0.6991
Plateau window 586 to 837 fs; late minus early half +0.00015
k_TST full integral 7.6123e+06 1/s; harmonic 7.7345e+06 1/s
k reactive flux 5.2933e+06 +- 1.6e+04 1/s
k decay rate 5.3120e+06 1/s; k Kramers 5.4070e+06 1/s
Waiting time 1/k from reactive flux 0.1889 microseconds
Barrier/kT 8, 60 1/ps: kappa/Kramers - 1 = -2.206 %; strong-friction limit -2.737 %; leading term -2.344 %
Barrier/kT 16, 60 1/ps: kappa/Kramers - 1 = -1.037 %; strong-friction limit -1.249 %; leading term -1.172 %
Weak friction 0.3 1/ps, 5000 pairs: loss/kT 1.51
  plateau 0.374 +- 0.009; Kramers 0.989; first well reached 0.989
Tunnelling factor 1.00225; well quantum factor 1.00449; product 1.00675
Memory time 0.02 ps: Grote-Hynes kappa 0.7411, change +6.02 %
Cosine row: frequency 15.186 1/ps, Kramers rate / double-well rate 0.813
Barrier error of 0.05 eV changes k by a factor 3.63
```
